# Wolfsberg-Helmholz and core guesses for water: overlap with the converged space

## Problem

A restricted Hartree-Fock calculation needs starting orbitals. Two ways of getting them use one-electron integrals alone. The core guess diagonalizes the core Hamiltonian $H$, which holds the kinetic energy and the attraction to the nuclei. The generalized Wolfsberg-Helmholz (GWH) guess keeps the diagonal of $H$ and replaces the rest:

$$G_{ii}=H_{ii},\qquad G_{ij}=K\,S_{ij}\,\frac{H_{ii}+H_{jj}}{2}\quad(i\neq j),\qquad K=1.75 .$$

Here $S$ is the overlap matrix of the real basis functions. The factor $K$ does not multiply the diagonal, and $H_{ii}$ means the core diagonal, not an ionization energy.

Take water in the STO-3G basis, with the round values 0.96 Å for the bonds and 104.5° for the angle. Oxygen is at the origin, the molecule lies in the $yz$ plane, and $z$ is the symmetry axis. The seven functions are oxygen $1s,2s,p_x,p_y,p_z$ and the hydrogen functions $h_1$ (at positive $y$) and $h_2$. Five orbitals are doubly occupied. Energies are in hartree.

**Question.** Which guess has the occupied space closer to the converged one, and by how much?

The reference is converged Hartree-Fock in a minimal basis. It leaves out electron correlation and has a large basis-set error. It is the target of the guess, not the true state of water.

### The measure

Let the columns of $C$ be the five occupied orbitals of a guess, and those of $C_{\rm ref}$ the converged ones, with $C^TSC=C_{\rm ref}^TSC_{\rm ref}=1$. Put $O=C_{\rm ref}^TSC$ and $D=CC^T$, and define

$$Q=\sum_{kl}O_{kl}^2=\mathrm{Tr}(OO^T)=\mathrm{Tr}(D_{\rm ref}SDS).$$

The last form follows by inserting $O$ and moving one factor cyclically under the trace. A rotation among occupied orbitals leaves $D$, and hence $Q$, unchanged, so $Q$ compares spaces and not individual orbitals. It is also the sum of the squared singular values of $O$, which are the cosines of the principal angles between the spaces.

Identical spaces give $Q=5$. Two five-dimensional spaces inside a seven-dimensional one share at least $5+5-7=3$ dimensions, and each shared dimension contributes a cosine of 1. Therefore $3\le Q\le5$, and the informative quantity is the loss

$$L=5-Q,\qquad 0\le L\le 2 .$$

### Reduction by symmetry

Reflections in the $yz$ and $xz$ planes sort the functions into three sets that do not mix:

- $p_x$ alone, which is the same occupied orbital in every case and loses nothing;
- the symmetric set $1s,\,2s,\,p_z,\,h_1+h_2$, with three occupied orbitals;
- the antisymmetric pair $p_y,\,h_1-h_2$, with one occupied orbital.

This filling is confirmed below. Each of the last two sets has one empty orbital, so each contributes one angle:

$$L=\sin^2\theta_{\rm sym}+\sin^2\theta_{\rm anti}.$$

The antisymmetric pair can be solved by hand. Its normalized hydrogen function is $h_-=(h_1-h_2)/\sqrt{2(1-s)}$ with $s=S_{h_1h_2}=0.2502$, because $\langle h_1-h_2|h_1-h_2\rangle=2-2s$. For any symmetric matrix $M$ that respects the reflections, $M_{ph_2}=-M_{ph_1}$, and the elements in the pair are

$$\alpha=M_{pp},\qquad \beta=\frac{M_{h_1h_1}-M_{h_1h_2}}{1-s},\qquad \gamma=\frac{\sqrt2\,M_{ph_1}}{\sqrt{1-s}} .$$

The overlap follows in the same way from $S_{ph_1}=0.3103$: $t=\sqrt2\,S_{ph_1}/\sqrt{1-s}=0.5068$.

For GWH, $G_{h_1h_2}=KsH_{hh}$, where $H_{hh}=-5.0651$ is the hydrogen diagonal, and $H_{pp}=-7.6105$. Hence

$$\beta_G=H_{hh}\frac{1-Ks}{1-s}=-5.0651\times\frac{0.5622}{0.7498}=-3.798,$$

$$\gamma_G=Kt\,\frac{H_{pp}+H_{hh}}{2}=1.75\times0.5068\times(-6.3378)=-5.621 .$$

The core matrix has $H_{h_1h_2}=-1.5960$ and $H_{ph_1}=-2.0231$. The converged Fock matrix $F$ is treated alike. The data are:

| matrix | $\alpha$ | $\beta$ | $\gamma$ |
|---|---|---|---|
| core $H$ | −7.6105 | −4.6267 | −3.3041 |
| GWH $G$ | −7.6105 | −3.7975 | −5.6213 |
| converged $F$ | −0.3170 | −0.2461 | −0.6454 |

## First estimate by scaling

Write the occupied pair orbital as proportional to $p_y+r\,h_-$. The second row of the eigenvalue problem with overlap is

$$(\gamma-Et)+(\beta-E)\,r=0\quad\Longrightarrow\quad r=-\frac{\gamma-Et}{\beta-E}.$$

If mixing is weak, $E\approx\alpha$, and the hydrogen admixture scales as a coupling divided by a gap:

$$r\approx-\frac{v}{\beta-\alpha},\qquad v=\gamma-t\alpha .$$

The coupling that matters is $v$, not $\gamma$. The part $t\alpha$ is present merely because the functions overlap, and it must be subtracted. With $t\alpha=-3.857$ for both guesses,

$$\text{core: } v=-3.304+3.857=+0.553,\quad r\approx-\frac{0.553}{2.984}=-0.185,$$

$$\text{GWH: } v=-5.621+3.857=-1.764,\quad r\approx\frac{1.764}{3.813}=0.463 .$$

The two guesses differ in sign. Since $t>0$, the overlap population $2tr/(1+2tr+r^2)$ between $p_y$ and $h_-$ has the sign of $r$: a positive $r$ is bonding and a negative $r$ antibonding. To this order the core guess fills an antibonding combination.

For the converged matrix the same formula would give $r\approx0.485/0.071\approx7$, which contradicts weak mixing. The opposite limit applies: $\alpha$ and $\beta$ are nearly equal compared with the coupling. For $\alpha=\beta$ the solutions are $p_y\pm h_-$ with energies $(\alpha\pm\gamma)/(1\pm t)$. The plus combination is lower if $(\alpha+\gamma)(1-t)<(\alpha-\gamma)(1+t)$, which simplifies to $\gamma<t\alpha$, or $v<0$. This holds here, so the estimate for the reference is $r_{\rm ref}\approx1$.

To turn the ratios into a loss, take the unnormalized vectors $(1,r)$ and $(1,\rho)$. Their squared norms are $N_r=1+2tr+r^2$ and $N_\rho=1+2t\rho+\rho^2$. The determinant of their $2\times2$ table of scalar products equals the determinant of the metric, $1-t^2$, times the squared determinant of the coefficients, $(\rho-r)^2$. That determinant is also $N_rN_\rho(1-\cos^2\theta)$. Thus

$$\sin^2\theta=\frac{(1-t^2)(\rho-r)^2}{N_rN_\rho}.$$

With $1-t^2=0.7431$, $\rho=1$ and $N_\rho=2(1+t)=3.014$,

$$\text{core: }\frac{0.7431\times1.185^2}{0.846\times3.014}\approx0.41,\qquad
\text{GWH: }\frac{0.7431\times0.537^2}{1.683\times3.014}\approx0.042 .$$

For the symmetric set I assume, without derivation, a loss of the same size. The estimate is then $L\approx0.8$ for the core guess and $L\approx0.08$ for GWH.

## Exact solution

Here "exact" means the full diagonalization in this basis, without the weak-mixing assumption.

### The antisymmetric pair

The secular equation $(\alpha-E)(\beta-E)=(\gamma-Et)^2$ becomes, after multiplying out and collecting powers of $E$,

$$(1-t^2)E^2-(\alpha+\beta-2t\gamma)E+\alpha\beta-\gamma^2=0 .$$

The occupied orbital belongs to the lower root.

For GWH, $\alpha+\beta-2t\gamma=-11.4081+5.6981=-5.7100$ and $\alpha\beta-\gamma^2=28.901-31.599=-2.698$. Therefore

$$E=\frac{-5.7100-\sqrt{32.604+8.020}}{1.4862}=-8.130,$$

$$r=-\frac{-5.6213+8.1303\times0.5068}{-3.7975+8.1303}=\frac{1.5006}{4.3328}=0.346 .$$

For the core matrix, $\alpha+\beta-2t\gamma=-12.2372+3.3492=-8.8880$ and $\alpha\beta-\gamma^2=35.212-10.917=24.294$, so

$$E=\frac{-8.8880-\sqrt{78.996-72.215}}{1.4862}=-7.732,$$

$$r=-\frac{-3.3041+7.7323\times0.5068}{-4.6267+7.7323}=-\frac{0.6148}{3.1056}=-0.198 .$$

The converged matrix gives normalized coefficients 0.6064 on $p_y$ and 0.5452 on $h_-$, hence $r_{\rm ref}=0.899$ and $N_{\rm ref}=1/0.6064^2=2.720$. The losses are

$$\text{core: }\frac{0.7431\times(0.899+0.198)^2}{0.8385\times2.720}=0.392,$$

$$\text{GWH: }\frac{0.7431\times(0.899-0.346)^2}{1.471\times2.720}=0.057 .$$

The antibonding character of the core guess is not an artefact of the weak-mixing formula. Replace $h_-$ by its part orthogonal to $p_y$, namely $(h_--tp_y)/\sqrt{1-t^2}$. The off-diagonal element is then $v/\sqrt{1-t^2}$. In an ordinary symmetric $2\times2$ problem with positive off-diagonal element, the lower eigenvector has components of opposite sign. Take the first positive and the second negative. Returning to the original functions, the coefficient of $h_-$ stays negative, and that of $p_y$ becomes larger, because $-t$ times a negative number is added. So $v>0$ forces an antibonding occupied orbital in this pair.

### The symmetric set and the total

The upper root of the pair follows from the sum of the roots, $(\alpha+\beta-2t\gamma)/(1-t^2)$. It is $-7.684+8.130=0.446$ for GWH and $-11.960+7.732=-4.228$ for the core matrix. Both are among the two empty levels of the full problem, so each guess fills one antisymmetric orbital. With $p_x$ filled at $-7.455$, three symmetric orbitals remain, as assumed. A converged solution with a different distribution over the sets would produce a vanishing principal cosine; the smallest one found is 0.78.

In the symmetric set, let $U$ be the $4\times4$ matrix of overlaps between all converged and all guess orbitals. It is orthogonal, since both sets are complete and orthonormal there. The squares in its three occupied columns sum to 3. Removing the row of the converged empty orbital $e$ takes away $1-U_{ee}^2$. The loss is therefore $1-U_{ee}^2$, a single squared sine. The four-function problem is diagonalized numerically:

| guess | symmetric loss | antisymmetric loss | $L$ | $Q$ |
|---|---|---|---|---|
| core | 0.296 | 0.392 | 0.688 | 4.312 |
| GWH | 0.096 | 0.057 | 0.153 | 4.847 |

The GWH space is the closer one. Its loss is 0.22 times that of the core guess. Quoted as fractions of 5, the overlaps are 86% and 97%, which hides much of the difference, because three of the five units are guaranteed by dimension counting.

## Comparison of estimate and solution

| quantity | estimate | exact |
|---|---|---|
| core, antisymmetric loss | 0.41 | 0.392 |
| GWH, antisymmetric loss | 0.042 | 0.057 |
| core, $L$ | 0.8 | 0.688 |
| GWH, $L$ | 0.08 | 0.153 |

The estimate finds the right order of the guesses and the right sign of each admixture. It exaggerates the advantage of GWH, for two reasons.

First, weak mixing is a poor assumption for GWH. The true root lies 0.52 below $\alpha$. This reduces the numerator of $r$ from 1.764 to 1.501 and raises the denominator from 3.813 to 4.333, so $r$ falls from 0.463 to 0.346, further from the reference. Setting $r_{\rm ref}=1$ instead of 0.899 errs the other way and cancels part of this. Second, the assumed equality of the two losses fails in opposite directions for the two guesses: the symmetric loss of GWH is 1.7 times its antisymmetric loss, while that of the core guess ($0.296$ against $0.392$) is only about three quarters of it. The estimate therefore understates $L$ for GWH and overstates it for the core guess.

### Why GWH does better here

The GWH matrix is not a good copy of the Fock matrix. Its gap $\beta-\alpha=3.81$ is even larger than the core value 2.98, while the converged gap is 0.07. What helps in the antisymmetric pair is the effective coupling $v$: first its negative sign, which makes the occupied orbital bonding, and then its larger size, which partly makes up for the wrong gap. Size alone would not help: enlarging the positive core value of $v$ would make the orbital more antibonding and the loss larger. From the formula for $\gamma_G$,

$$v_G=t\left[\frac{K}{2}(H_{pp}+H_{hh})-H_{pp}\right].$$

Both diagonals are negative, so $v_G<0$ requires

$$K>\frac{2H_{pp}}{H_{pp}+H_{hh}}=\frac{15.221}{12.676}=1.20 .$$

At $K=1$ one has $v_G=t(H_{hh}-H_{pp})/2>0$, and GWH too would fill an antibonding pair orbital. The value 1.75 lies well above the threshold. The threshold marks only the change of sign of $v_G$, not the point where GWH overtakes the core guess: at $K=1$ the GWH loss is $L=0.86$, above the core value 0.688, but at $K=1.1$ it is already 0.57. The argument also covers only the pair; the symmetric set supplies 0.200 of the total gain of 0.535, and its cause is not derived here. If instead $t\to0$ with $\alpha<\beta$, then $v_G\to0$ and the occupied pair orbital becomes pure $p_y$: the formula creates no mixing without overlap.

The fault of the core guess shows in the Mulliken population of oxygen. It is 10.44 electrons, more than the ten in the molecule. Such a value is possible because this population can be negative on hydrogen when overlap terms are negative. GWH gives 8.85 and the converged solution 8.36. The values depend on the partition: the Löwdin populations are 9.93 (core), 8.68 (GWH) and 8.25 (converged), in the same order but all below ten. The difference $F-H$ is by definition the electron repulsion (Coulomb minus exchange) of the converged density, which is all the core guess omits. To see how its effect builds up, one can diagonalize $H+\lambda(F-H)$ with the converged $F$; the end points are the core and converged results already given. The oxygen population falls from 10.44 at $\lambda=0$ to 10.17 at $\lambda=\tfrac12$ and 8.36 at $\lambda=1$. Repulsion thus moves charge off oxygen, most of it in the second half of the switching.

### What the overlap does not tell

The energies of the guess determinants rank the guesses in the same order: the core determinant lies 1.73 hartree above the converged energy, the GWH determinant 0.30 hartree. The number of iterations does not. Plain Roothaan iteration, without damping or extrapolation, run until no element of $D=CC^T$ changes by more than $10^{-8}$, takes 20 steps from the core guess and 21 from GWH. The cause of this near-equality is not examined here. For this molecule and this iteration, the better starting space saves no steps.

### Dependence on orientation

The GWH result also depends on how the molecule is placed. Turn it by an angle $\varphi$ in its plane while the $p$ functions stay along the axes. The core matrix then acquires an element between $p_y$ and $p_z$ of magnitude

$$|\sin\varphi\cos\varphi\,(H_{p_zp_z}-H_{p_yp_y})|=0.433\times0.062=0.027\quad(\varphi=30^\circ),$$

with the diagonals taken in the original position. GWH sets this element to zero, because $p_y$ and $p_z$ on one atom do not overlap. This is the main source of the orientation dependence but not the only one: the turn also changes the diagonals $H_{p_yp_y}$ and $H_{p_zp_z}$, which enter the GWH couplings to the hydrogen functions. The core value of $Q$ is unchanged by the turn, while the GWH value moves from 4.84704 to 4.84736. Over 1500 random three-dimensional turns the largest shift is about 0.0015. The shift is tiny beside the difference of 0.535 between the guesses, but it shows that the GWH guess is fully defined only once the orientation is given.

The numbers found here belong to one molecule, one geometry and one minimal basis, and they are not converged with the basis: $Q$ for core and GWH becomes 3.62 and 4.73 in 6-31G, and 3.58 and 4.63 in cc-pVDZ, where the dimension count no longer guarantees three units. The order of the guesses is the same in these bases, but it is not a general theorem about the two guesses. The remaining values are in the numerical output.

## Table of computed values

```
bond 0.96 angstrom, angle 104.5 degree, K = 1.75
basis order: O 1s 2s 2px 2py 2pz, H1 1s, H2 1s
core diagonal H_ii (hartree): -32.7177 -9.3319 -7.4553 -7.6105 -7.5484 -5.0651 -5.0651
S row of H1: 0.0536 0.4730 0.0000 0.3103 0.2403 1.0000 0.2502
core row of H1 (hartree): -1.7378 -3.7234 0.0000 -2.0231 -1.6388 -5.0651 -1.5960
GWH row of H1 (hartree): -1.7727 -5.9582 -0.0000 -3.4419 -2.6519 -5.0651 -2.2177
O 1s-2s: S 0.2367, core -7.6120, GWH -8.7091 hartree
antisymmetric pair: s_hh 0.25019, t 0.50683
core pair pp, hh, ph (hartree): -7.61054 -4.62669 -3.30411
core pair lower root -7.73226 hartree, c_p 1.09205, c_h -0.21619
GWH pair pp, hh, ph (hartree): -7.61054 -3.79751 -5.62131
GWH pair lower root -8.13029 hartree, c_p 0.82450, c_h 0.28556
converged pair pp, hh, ph (hartree): -0.31704 -0.24607 -0.64540
converged pair lower root -0.61642 hartree, c_p 0.60636, c_h 0.54519
core levels (hartree): -32.7187 -8.2966 -7.7323 -7.4639 -7.4553 -4.2280 -4.2052
core principal cosines: 1.00000 1.00000 1.00000 0.83897 0.77963
core Q = 4.31169 of 5, loss = 0.68831 of 2
core loss: symmetric 0.29612, antisymmetric 0.39218
core squared determinant overlap (one spin): 0.42783
core oxygen Mulliken population: 10.4381 electrons
core determinant energy: -73.23393 hartree, above converged by 1.72939 hartree
core plain Roothaan iterations to 1e-8: 20
GWH levels (hartree): -32.7681 -8.7635 -8.1303 -7.5299 -7.4553 0.4466 4.1872
GWH principal cosines: 1.00000 1.00000 1.00000 0.97121 0.95068
GWH Q = 4.84704 of 5, loss = 0.15296 of 2
GWH loss: symmetric 0.09621, antisymmetric 0.05675
GWH squared determinant overlap (one spin): 0.85250
GWH oxygen Mulliken population: 8.8501 electrons
GWH determinant energy: -74.66301 hartree, above converged by 0.30031 hartree
GWH plain Roothaan iterations to 1e-8: 21
closer occupied space: GWH
loss ratio GWH/core: 0.2222
converged energy: -74.963319 hartree
oxygen population at repulsion 0, 1/2, 1 (electrons): 10.4381 10.1694 8.3637
turned by 30 degree: core Q 4.311692, GWH Q 4.847357
unturned: core Q 4.311692, GWH Q 4.847043
```
